Lanczos Bounds on the Lowest Curvature with Finite-Difference Hessian Products, part 2

The aim is to bound the lowest curvature of an energy V(x) using a few products of its Hessian with vectors. The coordinates x of the movable atoms are fixed during a run, g = ∇V, and the force is −g. The symmetric Hessian H has eigenvalues λ₁ ≤ … ≤ λₙ and orthonormal eigenvectors v_i; v = v₁. Curvatures are in eV/Å², without mass weighting.

The orthonormal Lanczos vectors q_j are the columns of Q_k; θ_k is the lowest eigenvalue of the tridiagonal matrix T_k. The product computed for q_j is w_j, with error e_j = w_j − Hq_j; W_k and E_k have the columns w_j and e_j.

**(a)** For unit u, uᵀHu ≥ λ₁.

**(c)** For exact products T_k = Q_kᵀHQ_k and θ₁ ≥ θ₂ ≥ … ≥ λ₁, with strict decrease until the recursion stops.

**(d)** For exact products, λ₁ < λ₂ < λₙ, q₁ = Σ_i c_i v_i, c₁ ≠ 0, γ = (λ₂ − λ₁)/(λₙ − λ₂) and Chebyshev polynomials C_m,

θ_k − λ₁ ≤ (λₙ − λ₁) [(1 − c₁²)/c₁²]/C_{k−1}(1 + 2γ)².

**(e)** u = Q_k y, where y is the unit eigenvector of T_k for θ_k.

**(f)** In the film example an oxygen-like interstitial hops along x in a rocksalt nitride; it and twelve host atoms move (n = 39). The model has exponential repulsion (200 eV, decay 0.3 Å), host bonds (4 eV/Å², 2.1 Å) and tethers (8 eV/Å²) for the surrounding film. The saddle curvature is −5.046 eV/Å². At the search point, 0.2 Å from the saddle along x, λ₁ = −4.106779 eV/Å². The start is random apart from a prescribed interstitial component along the hop. A sideways start (along y) misses v₁.

**(g)** For unit q and displacement length h,

[g(x + hq) − g(x)]/h = Hq + (h/2)D³V[q,q,·] + O(h²),

[g(x + hq) − g(x − hq)]/(2h) = Hq + (h²/6)D⁴V[q,q,q,·] + O(h⁴),

with D³V, D⁴V the third and fourth derivatives contracted with the vectors shown.

**(h)** Which part of the exact theorem survives these errors, and what replaces the rest?

**Solution.** Keep the full orthogonalization, with w_j in place of Hq_j:

r_j = w_j − Σ_{i≤j}(q_iᵀw_j)q_i, β_j = ‖r_j‖, q_{j+1} = r_j/β_j.

Build T_k from α_j = q_jᵀw_j and the β_j, placing each β_j on both sides of the diagonal. Passing from k to k + 1 adds one row and one column and leaves the old entries alone. Appending a zero to the lowest eigenvector of T_k gives a trial vector for T_{k+1} with the same quotient. Hence

θ_{k+1} ≤ θ_k

whatever the product errors are. Monotonicity is a property of nested symmetric matrices and says nothing about the quality of the forces.

For the position relative to λ₁, compare T_k with the true projection Q_kᵀHQ_k. By construction w_j lies in the span of q₁, …, q_{j+1}, and q_{j+1}ᵀw_j = β_j. So for all i ≥ j, including the zeros below the subdiagonal,

(T_k)_ij = q_iᵀw_j = q_iᵀHq_j + q_iᵀe_j.

The difference Δ_k = T_k − Q_kᵀHQ_k is therefore the lower triangle of Q_kᵀE_k, mirrored across the diagonal. With the Frobenius norm ‖M‖_F² = Σ_ij M_ij²,

‖Δ_k‖_F² = Σ_i(q_iᵀe_i)² + 2Σ_{i>j}(q_iᵀe_j)² ≤ 2‖Q_kᵀE_k‖_F² ≤ 2‖E_k‖_F².

The last step holds because projection onto orthonormal vectors cannot lengthen a column of E_k. For any unit y, |yᵀΔ_k y| ≤ ‖Δ_k‖_F. Minimizing yᵀ(Q_kᵀHQ_k + Δ_k)y then gives

θ_k ≥ λ₁ − √2‖E_k‖_F.

In the other direction, if μ_k is the lowest eigenvalue of Q_kᵀHQ_k, then μ_k ≤ θ_k + √2‖E_k‖_F. Since λ₁ ≤ μ_k, the safe upper bound is

λ₁ ≤ θ_k + √2‖E_k‖_F.

Central differences with the coarse value h = 0.1 Å show the effect. From the same start as in part (f), the sequence falls below λ₁ at the fifth product, where θ₅ = −4.1126 eV/Å². It settles at −4.1405 eV/Å², which is 0.034 eV/Å² or 0.8% of |λ₁| too low. The allowance √2‖E₁₂‖_F is 0.451 eV/Å², so the inequality holds with much room. Here it was evaluated from the analytic Hessian; in an application ‖E_k‖_F must be estimated, for instance from part (g).

The allowance can still certify a sign. At the third product the coarse run gives −0.721 eV/Å². The norm ‖E_k‖_F cannot decrease as columns are added, so the allowance at k = 3 is at most 0.451 eV/Å². Hence λ₁ ≤ −0.721 + 0.451 = −0.270 eV/Å², and the negative curvature is established despite the errors.

### (i) Start a forward-difference run at the true lowest mode. Can its first value lie below λ₁, and can later steps repair it?

**Solution.** With q₁ = v, part (g) gives

θ₁ = vᵀw₁ = λ₁ + (h/2)D³V[v,v,v] + O(h²).

Both v and −v are lowest modes, but the third derivative changes sign between them. If it is nonzero, one orientation has D³V[v,v,v] < 0 and yields θ₁ < λ₁ for sufficiently small h. The forward difference measures an average curvature on one side of x, and here that side curves downward more strongly. Part (h) then gives θ_k ≤ θ₁ < λ₁ for all later k: further products in the same run cannot remove the violation.

At the search point, in the unfavourable orientation, D³V[v,v,v] = −8.159 eV/Å³. For h = 0.01 Å the predicted shift is

½ × 0.01 × (−8.159) = −0.0408 eV/Å².

The computed shift is −0.0398 eV/Å² at the first product and −0.0400 eV/Å² at the sixth.

The gap between prediction and computation also gives a rough fourth derivative. If the next Taylor term, (h²/6)D⁴V[v,v,v,v], accounts for the difference of 0.000965 eV/Å², then

D⁴V[v,v,v,v] ≈ 6 × 0.000965/(0.01)² ≈ 58 eV/Å⁴.

A single central product along v with h = 0.1 Å would then shift the curvature upward, by about (0.01/6) × 58 ≈ 0.10 eV/Å² at leading order. Yet the coarse central run in part (h) ended too low. The two results are compatible because the run never displaces the atoms along v itself. First-order perturbation theory for T_k gives its shift as

yᵀΔ_k y = Σ_j y_j² q_jᵀe_j + 2Σ_{i>j} y_i y_j q_iᵀe_j,

where y is the lowest unit eigenvector of Q_kᵀHQ_k. The errors belong to the individual displacements q_j, so the sign of the shift depends on the basis as well as on the energy along v.

### (j) A learned model predicts forces directly, without an energy. What happens to the bound, and can it be restored? What if the Hessian changes during the run?

**Solution.** Let g now denote minus the predicted force. If it is not the gradient of any energy, its Jacobian J, with elements J_ij = ∂g_i/∂x_j, need not be symmetric. Split it as

J = H + A, H = ½(J + Jᵀ), A = ½(J − Jᵀ), Aᵀ = −A.

In this part H means the symmetric part, and λ₁ its lowest eigenvalue. Since uᵀAu = 0 for every u, the curvature uᵀJu sees H alone. The Lanczos off-diagonal elements do not share this property. Start at v and use exact products with J:

Jv = λ₁v + Av, with vᵀAv = 0.

Thus α₁ = λ₁ and β₁ = ‖Av‖. If Av ≠ 0, the second matrix is

T₂ = [ λ₁ β₁ ; β₁ α₂ ].

Write its lowest eigenvalue as λ₁ + δ. The determinant condition is

(−δ)(α₂ − λ₁ − δ) − β₁² = 0, or δ² − (α₂ − λ₁)δ − β₁² = 0.

The product of the two roots is −β₁² < 0, so one root is negative and θ₂ < λ₁. For β₁ small compared with α₂ − λ₁, δ ≈ −β₁²/(α₂ − λ₁).

As a numerical case, add to the film gradient a linear field A(x′ − x), where x′ is the displaced geometry and A is a random antisymmetric matrix of spectral norm 0.5 eV/Å². Then ‖Av‖ = 0.257 eV/Å², and the lowest value falls below λ₁ by 0.0041 eV/Å² at the second product and by 0.0046 eV/Å² at the sixth.

The repair uses products already in hand. Replace T_k by

S_k = ½(Q_kᵀW_k + W_kᵀQ_k).

For W_k = JQ_k this equals Q_kᵀ½(J + Jᵀ)Q_k = Q_kᵀHQ_k, so A drops out. The lowest eigenvalue of S_k is then the lowest curvature of H within the span of q₁, …, q_k. It never increases with k and never falls below λ₁. The strict decrease of part (c) need not hold, because its proof used a tridiagonal matrix and S_k is generally not tridiagonal. The vectors q_j still depend on A, since they span a Krylov space of J and not of H, so the rate of part (d) does not carry over: from the start of part (f), the lowest eigenvalue of S_k is still about 0.003 eV/Å² above λ₁ after ten products. The cost is k² scalar products and no extra force calls. In the numerical case S_k returns λ₁ to rounding error, as it must for a run that starts at v. If the products also carry errors E_k, then S_k differs from Q_kᵀHQ_k by ½(Q_kᵀE_k + E_kᵀQ_k), whose norm is at most ‖E_k‖_F. The lowest eigenvalue of S_k is then at least λ₁ − ‖E_k‖_F. Symmetrizing restores the bound on the symmetric part; it does not make the force conservative.

A change of geometry, or of the learned model, between products is a different fault. Suppose the first twelve products use the saddle Hessian and the next four use the Hessian at the search point, all in one recursion. The final value is −5.0455 eV/Å², equal to the saddle curvature to the digits shown. It lies 0.94 eV/Å² below the λ₁ of the search point. The old entries of T_k keep the value low, and the new products cannot raise it. After a move, the old vector u = Q_k y of part (e) may serve as a starting direction, but T_k has to be rebuilt from new products.

### (k) Each computed gradient carries an error of norm at most ε. Which displacement length balances this error against the Taylor error?

**Solution.** The two gradient errors in a central difference contribute at most (ε + ε)/(2h) = ε/h. With M = ‖D⁴V[q,q,q,·]‖, the leading-order estimate of the largest product error is

b(h) = ε/h + Mh²/6.

Setting b′(h) = −ε/h² + Mh/3 to zero gives

h* = (3ε/M)^{1/3}.

This is a minimum, because b″ = 2ε/h³ + M/3 > 0.

Take forces computed in double precision and then rounded to single precision. Rounding changes each component by a relative amount of at most 2⁻²⁴, so ε = 2⁻²⁴‖g‖ is a worst-case bound; at the search point it equals 6.44 × 10⁻⁸ eV/Å. The average of M over one sample of twelve random directions is 6.15 eV/Å⁴. This average varies from sample to sample, but it enters h* only through a cube root. Thus

h* = (3 × 6.44 × 10⁻⁸/6.15)^{1/3} Å = 0.0032 Å.

In a scan of h the mean error over these directions was smallest at 0.0021 Å, where it was 9.1 × 10⁻⁶ eV/Å². The estimate b(h*) is 3.1 × 10⁻⁵ eV/Å². It exceeds the measured mean, as an estimate built from worst-case rounding may. Along the lowest mode M is larger, at least about 58 eV/Å⁴ by part (i), which lowers h* to about 0.0015 Å or less. A model evaluated in single precision throughout can have a larger ε than this output rounding, and then needs a longer displacement.

A smooth fitting error of a learned potential is not part of ε. It belongs to the potential, and the Lanczos bound then refers to the learned Hessian H_L. Applying part (a) to H_L and to a reference Hessian H_R gives

|λ₁(H_L) − λ₁(H_R)| ≤ ‖H_L − H_R‖₂,

where the norm is the largest absolute eigenvalue of the difference. Small force errors do not by themselves make this small: a gradient error a sin(κx) has amplitude a, but contributes a curvature error of amplitude κa.

### (l) How does the model compare with a real nitride barrier film?

**Solution.** The spacing of 2.1 Å is close to the metal–nitrogen distance in titanium nitride. The repulsion and the spring constants are round choices, not fitted to that material, and the barrier has not been compared with a value for it. Nor does the model show that oxygen moves there by this direct hop. The value −5.05 eV/Å² is thus a property of the model saddle. Charge transfer and electronic structure are absent, and their effect is not sized here.

Some neglected effects can be sized by changing the model and relaxing it again. Making one host species 20% more repulsive and the other 20% less changes the barrier from 1.164 to 1.149 eV and the saddle curvature to −4.98 eV/Å². Softening the tethers from 8 to 6 eV/Å², with the other parameters fixed, gives 1.090 eV and −4.70 eV/Å². At 700 K, where k_BT = 0.0603 eV, these barrier changes alone multiply the Boltzmann factor by 1.3 and 3.4. Of these two particular changes, the softer surroundings have the larger effect; the sizes of the changes were chosen for illustration and are not estimated uncertainties of a real film.

Quantum corrections are smaller. With masses of 48, 14 and 16 u for metal, nitrogen and oxygen, the difference in zero-point energy between saddle and minimum is −0.004 eV. Let ω be the magnitude of the imaginary angular frequency at the saddle. The crossover temperature ħω/(2πk_B), a rough scale below which tunnelling dominates, is 66 K. The leading Wigner factor 1 + (ħω/k_BT)²/24 is 1.015 at 700 K. At this temperature the zero-point difference does not act as a shift of the barrier: the ratio of quantum to classical harmonic partition functions of the real modes multiplies the rate by 0.97, so together with the Wigner factor the correction is about 0.98.

Real barrier films also contain grain boundaries and vacancies, which this perfect cell leaves out. If such a path lowered the barrier by 0.1 eV, its Boltzmann factor at 700 K would rise by exp(0.1/0.0603) ≈ 5; the model cannot say what the actual lowering is. The two parameter changes above shift the saddle curvature by 0.06 and 0.35 eV/Å², far more than the mean product error of about 10⁻⁵ eV/Å² found in part (k) at a well-chosen displacement. The Lanczos inequality certifies a curvature of the energy surface supplied to it, and the accuracy of that surface has to be established separately. The numerical output below lists the exact sequence and the coarse central-difference sequence in full.

Numbers as computed

```
spacing 2.1 A, repulsion 200.0 eV, decay 0.3 A
bond 4.0, tether 8.0 eV/A^2; coordinates 39
masses metal, N, O: 48.0, 14.0, 16.0 u
barrier 1.1637 eV; interstitial x at minimum 1.0596 A
lowest curvature at saddle -5.04554 eV/A^2
search point: interstitial x 0.200 A from saddle plane
lambda_1 at search point -4.106779 eV/A^2
lambda_1 at search point -65.798 N/m
second, highest eigenvalue 4.8891, 31.5140 eV/A^2
k, theta exact, theta central (h=0.1 A), in eV/A^2:
 1    12.301074    12.302331
 2     6.233483     6.222301
 3    -0.678835    -0.721322
 4    -3.745759    -3.779332
 5    -4.079140    -4.112614
 6    -4.103306    -4.137030
 7    -4.106427    -4.140157
 8    -4.106776    -4.140502
 9    -4.106779    -4.140506
10    -4.106779    -4.140507
11    -4.106779    -4.140507
12    -4.106779    -4.140507
exact run, last residual 5.054e-06 eV/A^2
exact run, last theta - lambda_1 1.418e-12 eV/A^2
central run, last theta - lambda_1 -3.373e-02 eV/A^2
central run, allowance sqrt2*||E||_F 4.5051e-01 eV/A^2
sideways start, theta_10 4.88913 eV/A^2
lowest eigenvalue visible to it 4.88913 eV/A^2
forward h 0.01 A; cubic derivative -8.1589 eV/A^3
forward theta_1 - lambda_1 -0.039829 eV/A^2
predicted forward shift -0.040794 eV/A^2
forward theta_6 - lambda_1 -0.040012 eV/A^2
antisymmetric part: norm 0.5, |A v| 0.25652 eV/A^2
nonconservative theta_2 - lambda_1 -0.004117 eV/A^2
nonconservative theta_6 - lambda_1 -0.004645 eV/A^2
symmetrized lowest - lambda_1 -8.88e-16 eV/A^2
switched Hessian (12 saddle + 4 search products): theta -5.04554 eV/A^2
single precision: gradient error 6.436e-08 eV/A
mean fourth-derivative size M 6.1474 eV/A^4
best h: estimate 0.00316 A, measured 0.00208 A
smallest mean product error 9.078e-06 eV/A^2
temperature 700.0 K, kT 0.06032 eV
tunnelling crossover 66.46 K; Wigner factor 1.01483
zero-point change of barrier -0.00359 eV
20% species contrast: barrier 1.1487 eV, curvature -4.9819 eV/A^2
its Boltzmann rate factor 1.2816
tether 6.0 eV/A^2: barrier 1.0904 eV, curvature -4.6980 eV/A^2
its Boltzmann rate factor 3.3689
```
